# Pair Wavevector and Zero-to-Pi Transitions in a Clean Ferromagnetic Junction

## 1. Definitions and conventions

The algebra uses atomic units, \(\hbar=m_e=e=1\), and the temperature \(T\) is an energy. A ferromagnet has one parabolic band of mass \(m\) and Fermi energy \(E_F=k_F^2/(2m)\). Uniform exchange lowers the spin-up band by \(h\) and raises the spin-down band by \(h\), so the full splitting is \(2h\). The velocity \(v=k_F/m\) is the Fermi velocity without exchange. Motion is along \(x\), normal to the interfaces.

The superconductors are s-wave, with a fixed gap \(\Delta>0\) at the temperature considered. We assume \(h,\Delta\ll E_F\), collinear magnetization, no spin-orbit coupling, no disorder, no magnetic flux through the junction and no normal reflection at the interfaces.

The equal-time pair amplitude is

\[
P(x)=\langle\psi_\uparrow(x)\psi_\downarrow(x)\rangle .
\]

The result to be derived is \(P(x)=A(x)\cos Qx\), with \(A>0\) and \(Q=2h/v\). In ordinary units \(Q=2h/(\hbar v_F)\).

## 2. The wavevector from the two spin bands

At the common Fermi energy,

\[
\frac{k_\uparrow^2}{2m}-h=E_F,\qquad
\frac{k_\downarrow^2}{2m}+h=E_F .
\]

With \(\eta=h/E_F\), these give \(k_{\uparrow,\downarrow}=k_F\sqrt{1\pm\eta}\). Since

\[
\sqrt{1\pm\eta}=1\pm\frac{\eta}{2}-\frac{\eta^2}{8}\pm\frac{\eta^3}{16}+\dots,
\]

the even powers cancel in the difference:

\[
k_\uparrow-k_\downarrow=k_F\eta\left(1+\frac{\eta^2}{8}+\dots\right).
\]

Because \(k_F/E_F=2m/k_F=2/v\), the leading term is \(k_F\eta=2h/v=Q\).

A pair made of a spin-up electron at \(k_\uparrow\) and a spin-down electron at \(-k_\downarrow\) has total momentum \(+Q\). The pair \((-k_\uparrow,k_\downarrow)\) has \(-Q\). A singlet contains both with equal weight, which suggests a cosine. The next section derives it, together with its envelope.

## 3. The pair amplitude beside one superconductor

Let the superconductor fill \(x<0\) and the ferromagnet \(x>0\). Use the two-component operator \(\Psi=(\psi_\uparrow,\psi_\downarrow^\dagger)\): a spin-up electron and a spin-down hole. Its Bogoliubov-de Gennes Hamiltonian is

\[
H=\begin{pmatrix}\hat\xi-h&\Delta\\ \Delta&-\hat\xi-h\end{pmatrix},
\]

where \(\hat\xi\) is kinetic energy minus \(E_F\), \(h\) is present for \(x>0\), and \(\Delta\) for \(x<0\).

**From the correlator to a Green function.** Define \(G(z)=(z-H)^{-1}\) and \(w=(2n+1)\pi T\). The expansion

\[
\tanh\frac{E}{2T}=2T\sum_{w>0}\left[\frac1{E-iw}+\frac1{E+iw}\right]
\]

turns the Fermi function into \(\tfrac12+T\sum_w G(iw)\), with both signs of \(w\). Since \(\langle\psi_\downarrow\psi_\uparrow\rangle\) is its 12 element and exchanging the operators changes the sign,

\[
P(x)=-T\sum_w G_{12}(x,x;iw).
\]

**Waves in the ferromagnet.** Near \(+k_F\), remove the factor \(e^{ik_Fx}\) and keep the first derivative. At energy \(z\), the slowly varying electron part \(u\) and hole part \(g\) obey

\[
(-iv\partial_x-h)u=zu,\qquad (iv\partial_x-h)g=zg .
\]

Thus \(u\propto e^{i(z+h)x/v}\) and \(g\propto e^{-i(z+h)x/v}\). For \(z=iw\) with \(w>0\), the electron decays to the right and the hole to the left. These are their directions of travel.

**Conversion at the interface.** Inside the superconductor, where \(h=0\), take both parts proportional to \(e^{\kappa x}\). The coupled equations become

\[
i(v\kappa+w)u=\Delta g,\qquad i(v\kappa-w)g=-\Delta u .
\]

Multiplying them gives \(v^2\kappa^2=w^2+\Delta^2\). Decay towards \(x=-\infty\) requires \(\kappa>0\). The first equation then gives

\[
\frac ug=-i\gamma,\qquad
\gamma=\frac{\Delta}{w+\sqrt{w^2+\Delta^2}} .
\]

This is Andreev reflection: an incoming hole returns as an electron with amplitude \(-i\gamma\).

**The closed path.** A hole source at \(x\) obeys \((z+h-iv\partial_{x'})g=\delta(x'-x)\). The solution exists to the left of the source. The jump condition makes its initial amplitude \(1/(iv)=-i/v\). It reaches the interface with a factor \(e^{i(z+h)x/v}\), is converted, and returns as an electron with the same factor. Hence, for \(w>0\),

\[
G_{12}(x,x;iw)=(-i\gamma)\left(-\frac iv\right)e^{2i(iw+h)x/v}
=-\frac{\gamma}{v}e^{-2wx/v}e^{iQx}.
\]

Near \(-k_F\) the emitted hole travels right and does not return, so it adds nothing.

For negative frequency use \(G(-iw)=G(iw)^\dagger\), that is \(G_{12}(-iw)=G_{21}(iw)^*\) at equal positions. For \(G_{21}\) the source is an electron. It reaches the interface if it starts near \(-k_F\). There the two linearized equations have the roles of \(u\) and \(g\) exchanged, so \(G_{21}(iw)\) has the same value as \(G_{12}(iw)\) above. Its complex conjugate carries \(e^{-iQx}\). Adding the two signs of frequency,

\[
\boxed{P(x)=\frac{2T}{v}\sum_{w>0}\gamma e^{-2wx/v}\cos Qx},
\qquad Q=\frac{2h}{v}.
\]

This holds for \(x\gg1/k_F\). Closer to the interface the linearized equations fail, and the sum would grow logarithmically as \(x\to0\), whereas the true amplitude stays finite.

Every term multiplying the cosine is positive. In this model exchange therefore sets the sign changes, at \(Qx=\pi/2,3\pi/2,\dots\), and temperature sets the long-distance decay. The smallest frequency, \(w=\pi T\), gives the decay length \(v/(2\pi T)\).

At one frequency, \(e^{\pm iQx}=\cos Qx\pm i\sin Qx\). The cosine is even in frequency and is the singlet. The sine is odd in frequency and is the triplet with zero spin projection; it cancels from the equal-time sum.

## 4. Free energy of a junction

Now let the ferromagnet occupy \(0<x<d\), between identical superconductors. Their phase difference is \(\phi=\phi_R-\phi_L\). Define \(\theta=Qd=2hd/v\).

**Free energy as a determinant.** For eigenvalues \(E\) of \(H\), the phase-dependent part of the free energy is

\[
F=-T\sum_E\ln\left(2\cosh\frac{E}{2T}\right).
\]

The additional term \(\tfrac12\sum_E E\) is half the trace of \(H\), which does not depend on \(\phi\). Using \(\cosh(E/2T)=\prod_{w>0}(1+E^2/w^2)\) and \(w^2+E^2=|iw-E|^2\),

\[
F=-T\sum_{w>0}\ln|\det(iw-H)|^2+\text{constant}.
\]

Without normal reflection, the determinant factors into \(D_+D_-\), one factor for each Fermi point.

**The factor at zero phase difference.** Near \(+k_F\), an electron crosses to the right, becomes a hole, crosses back and becomes an electron. The two conversions contribute \((-i\gamma)^2\), so one circuit multiplies the amplitude by

\[
\lambda=-\gamma^2e^{2i(iw+h)d/v}
=-\gamma^2e^{-2wd/v}e^{i\theta}.
\]

At coincident points the direct Green function is the mean of its values on the two sides, \((0-i/v)/2\). Adding all later circuits gives

\[
G_{11}=G_{22}=-\frac iv\left[\frac12+\frac{\lambda}{1-\lambda}\right].
\]

The exchange enters \(iw-H\) as \(+h\) times the unit matrix inside the ferromagnet. Therefore

\[
\frac{\partial\ln D_+}{\partial h}
=\int_0^d(G_{11}+G_{22})dx
=-\frac{id}{v}-\frac{2id}{v}\frac{\lambda}{1-\lambda}.
\]

Since \(\partial\lambda/\partial h=(2id/v)\lambda\), the last term is \(\partial\ln(1-\lambda)/\partial h\). The first is imaginary and changes only the phase of \(D_+\). Thus \(|D_+|\propto|1-\lambda|\). Because the full Green function was used, the continuum is included as well as the bound states.

**Adding the superconducting phase.** Let \(\alpha(x)\) rise linearly from 0 to \(\phi\) across the ferromagnet. Write the electron part as \(e^{i\alpha/2}\) times a new function, and the hole part as \(e^{-i\alpha/2}\) times another. The equations for the new functions have no phase in the gaps. Near \(+k_F\), both \(-iv\partial_x\) and \(iv\partial_x\) then acquire \(+v\alpha'/2=v\phi/(2d)\). This is equivalent to replacing \(h\) by \(h-v\phi/(2d)\), hence \(\theta\) by \(\theta-\phi\). Near \(-k_F\) the velocities reverse and \(\theta\) becomes \(\theta+\phi\).

Since \(\gamma=e^{-\operatorname{arsinh}(w/\Delta)}\), define

\[
a_w=2\operatorname{arsinh}\frac w\Delta+\frac{2wd}{v},\qquad C_w=\cosh a_w .
\]

Then, for either total phase \(\chi=\theta\pm\phi\),

\[
|1+e^{-a_w}e^{i\chi}|^2
=1+e^{-2a_w}+2e^{-a_w}\cos\chi
=2e^{-a_w}(C_w+\cos\chi).
\]

Dropping factors independent of \(\phi\),

\[
\boxed{F(\phi)=-T\sum_{w>0}\ln\{[C_w+\cos(\phi+\theta)]
[C_w+\cos(\phi-\theta)]\}}.
\]

## 5. Why the ground state changes from zero to pi

Put \(y=\cos\phi\) and \(c=\cos\theta\). The identities

\[
\cos(\phi+\theta)+\cos(\phi-\theta)=2cy,
\]
\[
\cos(\phi+\theta)\cos(\phi-\theta)=y^2+c^2-1
\]

turn the product inside the logarithm into

\[
B_w(y)=C_w^2-1+c^2+2C_wcy+y^2 .
\]

Its second derivative in \(y\) is \(2>0\), so its maximum on \(-1\le y\le1\) is at an end. The end values are \(B_w(\pm1)=(C_w\pm c)^2\), and \(C_w>1\). The larger is at \(y=1\) when \(c>0\) and at \(y=-1\) when \(c<0\). Every frequency selects the same end. Because \(F\) contains minus the logarithm, the ground state is

\[
\phi=0\ \text{for}\ \cos Qd>0,\qquad
\phi=\pi\ \text{for}\ \cos Qd<0 .
\]

The transitions are at

\[
\boxed{d_n=\left(n+\frac12\right)\frac{\pi}{Q}
=\left(n+\frac12\right)\frac{\pi v}{2h}},\qquad n=0,1,2,\dots
\]

Within this one-channel model they do not move with temperature. The energy difference is

\[
F(0)-F(\pi)=-2T\sum_{w>0}\ln\frac{C_w+c}{C_w-c}.
\]

Physically, a pair from the left electrode reaches the right one with its sign multiplied by that of \(\cos Qd\). When the sign is negative, a phase difference of \(\pi\) restores the match and lowers the energy.

At \(c=0\), \(B_w=C_w^2-1+y^2\). The states at 0 and \(\pi\) are degenerate minima, separated by a maximum at \(\phi=\pi/2\). The ground-state phase jumps; it does not pass through intermediate values.

## 6. The short junction and its current

When \(d\) is much smaller than both \(v/\Delta\) and \(v/(2\pi T)\), neglect \(2wd/v\) in \(a_w\). The second condition is the stricter one near the critical temperature, where \(\Delta\ll T\). Then \(C_w=1+2w^2/\Delta^2\), and

\[
C_w+\cos\chi=\frac2{\Delta^2}
\left(w^2+\Delta^2\cos^2\frac\chi2\right).
\]

The product formula for the hyperbolic cosine gives, with \(\sigma=\pm1\),

\[
F=-T\sum_\sigma\ln\left(2\cosh\frac{E_\sigma}{2T}\right),\qquad
E_\sigma=\Delta\cos\frac{\phi+\sigma\theta}{2}.
\]

A pair has charge of magnitude 2, so the current is \(I=2\,\partial F/\partial\phi\):

\[
I=\frac\Delta2\sum_\sigma
\sin\frac{\phi+\sigma\theta}{2}
\tanh\left[\frac{\Delta}{2T}\cos\frac{\phi+\sigma\theta}{2}\right].
\]

**Small gap compared with temperature.** This is the limit near the critical temperature. Replacing \(\tanh s\) by \(s\) and using \(\sin(\chi/2)\cos(\chi/2)=\tfrac12\sin\chi\),

\[
I=\frac{\Delta^2}{8T}[\sin(\phi+\theta)+\sin(\phi-\theta)]
=\frac{\Delta^2}{4T}\cos\theta\sin\phi .
\]

In ordinary units the prefactor is \(e\Delta^2/(4\hbar k_BT)\). A negative \(\cos\theta\) is equivalent to a shift of \(\phi\) by \(\pi\).

At \(\theta=\pi/2\) this first harmonic vanishes. The next term, \(-s^3/3\), requires

\[
\sin\frac\chi2\cos^3\frac\chi2=\frac14\sin\chi+\frac18\sin2\chi .
\]

The \(\sin\chi\) parts cancel between the two signs, while the \(\sin2\chi\) parts add to \(-2\sin2\phi\). Hence

\[
I=-\frac{\Delta}{6}\left(\frac{\Delta}{2T}\right)^3
\frac18(-2\sin2\phi)
=\frac{\Delta^4}{192T^3}\sin2\phi .
\]

The current is small but not zero at the transition.

**Zero temperature.** Here \(F=-\tfrac12\sum_\sigma|E_\sigma|\), so \(F(0)=-\Delta|\cos(\theta/2)|\) and \(F(\pi)=-\Delta|\sin(\theta/2)|\). They cross at the same \(\theta=\pi/2\).

## 7. A memory-junction example

Consider a metallic pi junction for cryogenic memory, with a strong-ferromagnet barrier a few nanometres thick at liquid-helium temperature. The following are rough model parameters, not a fit to a material: \(h=0.10\) eV, \(E_F=1.5\) eV, \(m=3m_e\), \(\Delta=0.0012\) eV and a temperature of 4.2 K.

From \(v_F=\sqrt{2E_F/m}\), the velocity is \(4.19\times10^5\) m/s and \(\hbar v_F=0.276\) eV nm. Thus

\[
Q=\frac{0.20}{0.276}\ \mathrm{nm^{-1}}=0.725\ \mathrm{nm^{-1}}
=0.0725\ \text{Å}^{-1}.
\]

The first transition is at \(\pi/(2Q)=2.17\) nm, or 21.7 Å. The second is three times as thick, 6.50 nm or 65.0 Å. The spacing is 4.34 nm.

The thermal energy is \(3.62\times10^{-4}\) eV. At zero thickness the short-junction formula gives

\[
F(0)-F(\pi)=-2T\ln\cosh\frac{\Delta}{2T}
=-7.24\times10^{-4}\ \text{eV per channel}.
\]

At \(Qd=\pi\), summing the full expression over frequency gives \(+6.61\times10^{-4}\) eV. The sign reversal is the pi state. The magnitude falls by about 9 percent, although \(d\Delta/(\hbar v_F)\) is only 0.019.

This loss comes from the length term in \(a_w\): if that term is omitted, \(\theta=\pi\) merely shifts the curve at \(\theta=0\). To first order, at \(c=-1\), the energy difference \(4T\sum\ln\coth(a_w/2)\) changes by \(-4T\sum(2wd/v)/\sinh a_w\). For \(w\gg\Delta\), \(\sinh a_w\simeq2w^2/\Delta^2\). Above \(w\approx v/d\) the length term is no longer small, and its exponential growth in \(\sinh a_w\) cuts the sum off. The frequencies are spaced by \(2\pi T\), so \(T\sum_w\) becomes \(\int dw/(2\pi)\). Integrating from about \(\Delta\) to \(v/d\) gives a loss of about

\[
\frac{2\Delta}{\pi}\frac{d\Delta}{v}\ln\frac{v}{d\Delta}
\approx6\times10^{-5}\ \text{eV}.
\]

The logarithm, about 4, makes the loss larger than the bare length ratio suggests.

Differentiating the frequency sum numerically and taking the largest current over phase gives 0.177 μA per channel at zero thickness, 0.024 μA at the first transition and 0.162 μA at \(Qd=\pi\). At the transition, the barrier between the two minima is \(4.9\times10^{-5}\) eV per channel.

## 8. Conditions that move the result

**Oblique incidence.** Translation along a flat interface conserves parallel momentum. At angle \(\alpha\) from the normal, the velocity along \(x\) is \(v\cos\alpha\). To leading order, both \(Q\) and the crossing time are multiplied by \(1/\cos\alpha\). With \(\mu=\cos\alpha\), the number of channels is proportional to \(\mu\,d\mu\), so the energy difference \(\delta F=F(0)-F(\pi)\) averaged over channels is

\[
\delta F_{\rm planar}(d)=\int_0^1 2\mu\,\delta F(d/\mu)\,d\mu .
\]

Numerical integration and root finding put the first transition at 1.44 nm, 0.66 of the normal-incidence value. At 2.17 nm, channels slightly away from the normal have already passed into the pi regime. The temperature-independent rule was proved for one channel and need not hold for this average.

**Electrode velocity.** Suppose the electrode velocity \(v_S\) is twice \(v_F\). A single interface then reflects a fraction \([(2-1)/(2+1)]^2=0.11\). For a slab with wavevector \(k\) and velocity \(v_k=k/m\), matching the wave and its flux gives

\[
t=\left[\cos kd-\frac i2\left(\frac{v_k}{v_S}+\frac{v_S}{v_k}\right)\sin kd\right]^{-1},
\]
\[
r=\frac i2\left(\frac{v_k}{v_S}-\frac{v_S}{v_k}\right)t\sin kd .
\]

Reflection mixes the two Andreev circuits. An electron scatters with the spin-up amplitudes and a hole with the conjugate spin-down amplitudes. In the short limit, the determinant of one minus the circuit matrix is

\[
1+2\gamma^2(r_\uparrow r_\downarrow^*+t_\uparrow t_\downarrow^*\cos\phi)
+\gamma^4(r_\uparrow^2-t_\uparrow^2)(r_\downarrow^2-t_\downarrow^2)^* .
\]

Using its squared modulus in \(F\) and scanning thickness from 0.3 to 4.0 nm gives five sign changes of \(F(0)-F(\pi)\), between 1.98 and 2.48 nm. At this velocity ratio, normal reflection has replaced one transition by several. A weaker mismatch can leave a single, slightly shifted transition.

**Smaller or separate effects.** Band curvature changes \(Q\) by 0.056 percent. The thermal decay length is 121 nm, far above the barrier thickness. For an assumed mean free path of 10 nm, the unscattered electron and hole amplitudes are each multiplied by \(e^{-d/(2\ell)}\); the product of these two factors at 2.17 nm is 0.81. A thickness step of 0.2 nm changes \(Qd\) by 0.145 rad.

An in-plane magnetic induction of 0.5 T through a barrier 2.17 nm thick and 500 nm wide gives 0.26 superconducting flux quanta. Let \(f\) be that flux ratio, counting barrier flux alone. Well away from a transition, where the first harmonic dominates the current-phase relation, this \(f\) multiplies the critical current by about \(|\sin(\pi f)/(\pi f)|=0.89\). At the one-channel transition itself, 2.17 nm, the leading term is \(\sin2\phi\), and the factor is \(|\sin(2\pi f)/(2\pi f)|=0.61\). These estimates suit induction confined to the barrier, such as that of its own magnetization. An applied field also penetrates the electrodes, typically by tens of nanometres on each side. Its flux can then be tens of times larger, and the critical current can be almost completely suppressed.

**Relation to real devices.** The nanometre thickness, liquid-helium temperature and exchange of order 0.1 eV are in the intended regime. The single band is not realistic: strong metallic ferromagnets have several bands with different velocities, and the low \(E_F\) and large mass were chosen to give a plausible velocity. Real planar junctions also break the one-angle assumption. Of the changes sized here, angular averaging moves the first transition most, from 2.17 to 1.44 nm. The rule \(d=\pi\hbar v_F/(4h)\) is thus a design value for a clean, transparent, normal-incidence channel, not for an arbitrary planar device.

Numbers in the example were calculated in double precision.
